# Negative free-energy curvature in finite canonical cells inside a miscibility gap

## The scaling that fixes the answer

Take a binary alloy that has separated into two phases in a periodic cell of edge $L$ in $d$ dimensions. Measure its free energy from the tie line, the straight line joining the two coexisting phases. The bulk of each phase then contributes nothing, and what remains is the interface. Let its free energy per area be $\gamma$, and let $\phi$ be the volume fraction of the minority phase. If $L$ is much larger than the interface width and no other length enters, dimensions require

$$F_{\rm ex}=\gamma L^{d-1}a(\phi),\qquad \frac{F_{\rm ex}}{N}=\frac{\gamma v}{L}\,a(\phi),$$

where $a$ is a dimensionless area, $v$ the volume per atom and $N=L^d/v$. A compact droplet has $a\propto\phi^{(d-1)/d}$, which is concave. A finite cell can therefore have negative curvature, but the excess per atom falls as $1/L\propto N^{-1/d}$.

The argument needs short-range forces. It concerns the height of the excess, and the curvature at one chosen composition needs more care.

## What the canonical cell measures

Let $n$ of the $N$ sites hold B atoms, with $x=n/N$. The canonical free energy is $F(n)=-kT\ln Z(n)$, and the exchange potential is $\mu(n)=F(n+1)-F(n)$. A "loop" is a range in which $\mu$ falls as B is added, so that $F(n+1)-2F(n)+F(n-1)<0$.

If instead a reservoir fixes $\mu$, composition $n$ has probability $P(n)\propto e^{-[F(n)-\mu n]/kT}$. The term linear in $n$ drops out of a second difference, so

$$\ln\frac{P(n+1)P(n-1)}{P(n)^2}=-\frac{F(n+1)-2F(n)+F(n-1)}{kT}.$$

Negative curvature means that $n$ is less probable than the geometric mean of its neighbours. Inside a miscibility gap this is the valley between two phases, not an instability of the cell. Negative curvature alone does not prove that a gap exists. A periodic 6×6 square lattice still shows it when an unlike bond costs $0.80\,kT$, although the infinite lattice separates only above $0.88\,kT$. With $\Xi=\sum_n Z(n)e^{\mu n/kT}$, one differentiation gives $\langle n\rangle=kT\,\partial\ln\Xi/\partial\mu$, and a second gives

$$\frac{d\langle n\rangle}{d\mu}=\frac{\langle n^2\rangle-\langle n\rangle^2}{kT}\ge0 .$$

The same finite cell thus has a monotonic response at fixed $\mu$ and can have a loop at fixed $n$.

## Why the large-size limit must be convex

Consider a square lattice on which each unlike nearest-neighbour bond costs $w>0$. Join two periodic $L\times M$ boxes, holding $n_1$ and $n_2$ B atoms, into one periodic $L\times2M$ box. This removes $2L$ closing bonds, whose energies were at least zero, and adds $2L$ bonds costing at most $w$ each. The energy rises by at most $2wL$. Configurations with $n_1$ atoms in one half and $n_2$ in the other are a subset of those allowed in the joined box, so

$$F_{2M}(n_1+n_2)\le F_M(n_1)+F_M(n_2)+2wL .$$

To build a $2L\times2L$ box from four $L\times L$ boxes, join two pairs, at cost at most $4wL$, and then join the results along seams of length $2L$, at cost at most another $4wL$. Divided by $4L^2$ sites this is $2w/L$. For equal compositions, $f=F/N$ obeys

$$f_{2L}(x)+\frac{4w}{2L}\le f_L(x)+\frac{4w}{L}.$$

The quantity $f_L+4w/L$ therefore does not increase on doubling. It is bounded below, because the energy is non-negative and the entropy per site is at most $k\ln2$, so $f_L$ has a limit $f$. Giving two of the four boxes composition $x_1$ and two $x_2$ then yields

$$f\!\left(\tfrac{x_1+x_2}{2}\right)\le\tfrac12[f(x_1)+f(x_2)],$$

which is convexity. Physically, a large system can place the two phases side by side and pay a surface cost.

## Small cells summed without sampling error

For $w/kT=1.20$ the canonical sums can be evaluated directly. The barrier below is $F(N/2)$ minus the lowest $F$.

| cell | barrier ($kT$) | per site ($kT$) | peak $\mu$ ($kT$) |
|---|---:|---:|---:|
| 4×4 | 6.84 | 0.427 | 2.03 |
| 6×6 | 9.65 | 0.268 | 1.22 |
| 8×8 | 12.05 | 0.188 | 0.92 |
| 10×10 | 14.27 | 0.143 | 0.73 |

The total barrier grows while the barrier per site falls. In the two smallest cells the peak of $\mu$ is just the cost of the first B atom, $4w-kT\ln N$: for $N=16$ this is $4.80-2.77=2.03$ in units of $kT$. Those two peaks should not be used to fit an asymptotic law.

A long box identifies the cause. Let two walls of length $L$ cross a box of length $M$. If overhangs are ignored, a wall is a height that steps by $j$ between columns with weight $e^{-b(1+|j|)}$, where $b=w/kT$. Summing over steps with a phase $e^{ikj}$ gives the weight per column

$$e^{-\omega(k)}=\frac{e^{-b}\sinh b}{\cosh b-\cos k}.$$

At $k=0$, $\sinh b/(\cosh b-1)=\coth(b/2)$, so the tension is $\tau=\omega(0)=b+\ln\tanh(b/2)=0.578$ in units of $kT$ per site. The full square-lattice solution has this same $\tau$, but a different dispersion at finite $k$. I take that dispersion as a known input:

$$\cosh\omega(k)=\frac{\cosh^2b}{\sinh b}-\cos k .$$

A wall must return to its starting height after $L$ columns. Its weight per unit of starting height is

$$W=\int_{-\pi}^{\pi}\frac{dk}{2\pi}\,e^{-L\omega(k)} .$$

Moving one wall by a unit height changes $n$ by $Lm$, where $m$ is the composition difference between the phases. The known lattice result $m=(1-\sinh^{-4}b)^{1/8}$ gives 0.974. One wall is free to sit anywhere along $M$, and fixing $n$ then fixes the other. Relative to one pure phase summed over its compositions,

$$e^{-F_{\rm ex}/kT}=W^2\!\int\!dh_1dh_2\,\delta\big(n-n_0-Lm(h_2-h_1)\big)=\frac{MW^2}{Lm}.$$

Here $n_0$ is the number of B atoms without the slab. Nothing is fitted. At $n=N/2$ the formula gives 12.743, 12.337 and 15.320 $kT$ for the 8×16, 8×24 and 10×20 boxes, and the direct sums give 12.741, 12.337 and 15.320 $kT$.

Lengthening the box from 16 to 24 at fixed width adds half as many atoms again, yet the excess falls by $0.404\,kT$. The expected change is $\ln(24/16)=0.405$, the extra freedom of position. The excess follows the walls and not the number of atoms.

For large $L$, only small $k$ matters. Since $\cosh\omega=\cosh\tau+1-\cos k$, expansion gives $\omega\simeq\tau+k^2/(2\sinh\tau)$. The Gaussian integral is $W\simeq e^{-\tau L}\sqrt{\sinh\tau/(2\pi L)}$, hence

$$\frac{F_{\rm ex}}{kT}\simeq2\tau L+\ln\frac{2\pi L^2m}{M\sinh\tau}.$$

The logarithm explains why the excess in the 10×20 box lies above $2\tau L=11.57$. Divided by $N$, both terms vanish as the box grows in both directions.

Adding B to a slab shifts parallel walls without changing their length, so the curvature should be nearly zero there. In the 10×20 box the second difference has magnitude at most $9\times10^{-5}\,kT$ for $n=90$ to 110. Its minimum, $-0.020\,kT$, lies at $n=187$, or equivalently at $n=13$ by A–B symmetry, where the minority phase is still small.

## The control case: no interface is possible

Now let every atom interact equally with every other, with energy $4wn(N-n)/N$. Stirling's formula gives, per atom at large $N$,

$$\frac{f}{kT}=4bx(1-x)+x\ln x+(1-x)\ln(1-x).$$

The second derivative is $-8b+1/[x(1-x)]$, which at $x=1/2$ equals $-9.6+4=-5.6$. There are no neighbours, hence no way to confine the unlike contacts to a surface. The barrier per site is 0.532, 0.520 and 0.516 $kT$ for $N=100$, 400 and 1600, so it tends to a finite value. This mean-field loop is a different object from the interfacial loop of a short-range alloy.

## Three dimensions: droplet, cylinder, slab

In a cubic cell a sphere has $4\pi r^3/3=\phi L^3$ and area $(36\pi)^{1/3}\phi^{2/3}L^2$. A cylinder spanning the cell has $\pi r^2=\phi L^2$ and area $2\sqrt{\pi\phi}\,L^2$. A slab has area $2L^2$. Equating the first two gives $\phi^{1/6}=2\pi^{1/2}/(36\pi)^{1/3}$, so $\phi=4\pi/81=0.155$. Equating the last two gives $\phi=1/\pi=0.318$.

With $s=\gamma(36\pi)^{1/3}v^{2/3}$, a sphere containing $\phi N$ atoms costs $s(\phi N)^{2/3}$. Therefore

$$\frac{F_{\rm ex}}{N}=s\phi^{2/3}N^{-1/3},\qquad \frac{d^2}{d\phi^2}\frac{F_{\rm ex}}{N}=-\frac29s\phi^{-4/3}N^{-1/3}.$$

The slab contributes no curvature at this order.

Near the gap edge $x_a$, a supersaturated matrix competes with the droplet. Let $\delta=x-x_a$, let $\kappa$ be the matrix curvature per atom, and let the droplet be pure B and hold a share $\lambda$ of the excess solute. For small $\delta$,

$$F=\tfrac12\kappa N\delta^2(1-\lambda)^2+B\lambda^{2/3},\qquad B=s\left(\frac{N\delta}{1-x_a}\right)^{2/3}.$$

Define $R=\kappa N\delta^2/(2B)$. The droplet state matches the uniform state when $R(1-\lambda)^2+\lambda^{2/3}=R$, or $R=\lambda^{-1/3}/(2-\lambda)$. It is stationary when $2R(1-\lambda)=\frac23\lambda^{-1/3}$, or $R=\lambda^{-1/3}/[3(1-\lambda)]$. Equating the two gives $2-\lambda=3-3\lambda$, so $\lambda=1/2$ and $R=0.84$. Since $R\propto N^{1/3}\delta^{4/3}/s$,

$$\delta\propto s^{3/4}N^{-1/4}.$$

The peak $\mu\simeq\kappa\delta$ has the same size dependence, and half of it is lost when the droplet forms. The height of the loop thus decays more slowly than the $N^{-1/3}$ excess at fixed phase fraction.

## How large it is: cobalt in copper at 900 K

Rough values for cobalt-rich precipitates in copper are $\gamma=0.2$ J/m², fcc parameter 0.36 nm and solubility 0.5 at.%. The precipitate is taken as pure cobalt and the matrix as an ideal dilute solution. Subtracting the tangent at $x_a$ from the ideal mixing free energy leaves, per atom,

$$g(x)=kT\left[x\ln\frac{x}{x_a}+(1-x)\ln\frac{1-x}{1-x_a}\right],$$

so $\mu=g'(x)=kT\ln\{x(1-x_a)/[(1-x)x_a]\}$. With this $g$ in place of the quadratic form:

| $N$ | edge (nm) | slab excess (meV/atom) | onset (at.%) | peak $\mu$ (meV) |
|---:|---:|---:|---:|---:|
| 500 | 1.8 | 16.2 | 4.1 | 166 |
| 4000 | 3.6 | 8.1 | 2.1 | 114 |
| 32000 | 7.2 | 4.0 | 1.3 | 75 |
| 256000 | 14.4 | 2.0 | 0.92 | 48 |
| 2048000 | 28.8 | 1.0 | 0.73 | 30 |

For 4000 atoms the slab term is $2(1.248\ \text{eV/nm}^2)(3.6\ \text{nm})^2/4000=8.1$ meV per atom. Doubling the edge halves it. The droplet's share of the excess solute falls from 0.72 to 0.54 down the table, approaching one half. The last column assumes a sharp switch at onset. Summing the weights of the uniform and droplet states rounds the peak, lowering it from 114 to 107 meV at 4000 atoms but by less than 1 meV from 256000 atoms on. The table also leaves out coherency strain. With the isotropic estimate given below, strain would raise the peak from 114 to 117 meV at 4000 atoms and from 30 to 34 meV at 2048000, where the share would be 0.48.

These are model values, not measurements. At onset the droplet radius is 0.33 nm for 500 atoms and 0.49 nm for 4000, close to the lattice parameter, so the capillary picture is a guide there. The ideal matrix is also least reliable in small cells. A regular solution with the same solubility and $\gamma$ moves the onset from 4.1 to 5.0 at.% and the peak from 166 to 145 meV at 500 atoms, but only from 2.13 to 2.35 at.% and from 114 to 106 meV at 4000. Translational entropy, of scale $kT\ln N$, is 2 % of the slab term at 4000 atoms. It is about 17 % of the droplet's surface cost at onset, and it favours earlier formation. Its effect on the peak is large in small cells. At 4000 atoms, summing over droplet sizes from 15 atoms up lowers the rounded peak from 107 to 101 meV, and weighting each droplet by its $N$ positions lowers it to roughly 76 meV, a figure that depends on where small clusters are cut off. If precipitates were cubes with the same $\gamma$, their area would be 1.24 times larger. The onset supersaturation would then rise by about 27 % at 4000 atoms and 20 % at 2048000, approaching the 18 % of the small-$\delta$ law.

## Local curvature can grow while the loop shrinks

Near onset both states contribute to $Z$. Let their free energies per atom be $u_1$ and $u_2$ and their probabilities $p_1$ and $p_2$. Differentiating $u=-(kT/N)\ln(e^{-Nu_1/kT}+e^{-Nu_2/kT})$ gives $u'=p_1u_1'+p_2u_2'$. Since $p_1'=-(N/kT)p_1p_2(u_1'-u_2')=-p_2'$,

$$u''=p_1u_1''+p_2u_2''-\frac{N}{kT}p_1p_2(u_1'-u_2')^2 .$$

At equal probability the last term is $-ND^2/(4kT)$, where $D$ is the drop in $\mu$. For 4000 atoms, $D=53.9$ meV makes it $-37$ eV. This value belongs to the two-state model, whose switch spans only one or two atoms at this size. Summing over droplet sizes reduces the sharpest curvature to about $-26$ eV, and counting droplet positions as well reduces it to a few eV. Because $D\propto N^{-1/4}$ at large $N$, this term grows as $N^{1/2}$. The composition range it occupies, of order $kT/(ND)$, shrinks as $N^{-3/4}$. The product of the two is of order $D$ and vanishes. A sharp negative spike in $f''$ is therefore compatible with a convex limit.

## When the loop does not disappear: coherency strain

Elastic forces are long-ranged, and the joining argument fails for them. Consider coherent slabs with misfit $e$, equal isotropic elastic constants and a cell free to relax its shape. Each slab is strained equally along two in-plane directions, which costs $Y\eta^2$ per volume for in-plane strain $\eta$, with $Y=E/(1-\nu)$ from Young's modulus $E$ and Poisson's ratio $\nu$. If the common strain is $\epsilon$, the energy density is

$$\phi Y(\epsilon-e)^2+(1-\phi)Y\epsilon^2 .$$

Setting its derivative to zero gives $\epsilon=\phi e$, and substitution gives

$$Ye^2[\phi(1-\phi)^2+(1-\phi)\phi^2]=Ye^2\phi(1-\phi).$$

This is concave and proportional to volume, so it survives per atom.

With a rough misfit of 1.8 %, $E=130$ GPa and $\nu=0.34$, the strain energy at $\phi=1/2$ is 1.2 meV per atom. That is 14 % of the slab term at 4000 atoms. The two are equal when $2\gamma/L=Ye^2/4$, at $L=25$ nm or about 1.4 million atoms. In larger coherent cells the size-independent part dominates. The isotropic modulus hides a strong dependence on orientation. With copper's cubic elastic constants ($C_{11}=168$, $C_{12}=121$, $C_{44}=75$ GPa) in both phases, the strain energy is 0.7 meV per atom for (100) slabs and 1.5 meV for (111) slabs, and the crossover edge is 43 and 19 nm. At these edges the slabs are roughly 10 to 21 nm thick, and a real alloy may already form misfit dislocations. Such loss of coherency would lower the strain energy. Cobalt is also stiffer than copper. Rough constants for fcc cobalt ($C_{11}=242$, $C_{12}=160$, $C_{44}=128$ GPa) raise the two strain energies by 20 to 25 % and shorten the crossover edges to about 35 and 16 nm.

## What to do about it

**Do not use the loop as a homogeneous free energy.** The thermodynamic factor in interdiffusion is proportional to $f''$ of a single phase. Inside the gap, the canonical cell reports a uniform supersaturated phase only up to the onset. Beyond it, the cell reports a droplet, a cylinder, a slab or a switch between states. A phase-field model that takes this curvature and adds a gradient energy counts the interface twice. Fit $f$ where the cell is demonstrably one phase, or constrain the composition on a scale too small for separation and state that scale.

**Locate coexistence from phase weights.** At fixed $\mu$, find the value at which the two peaks of $P(n)$ have equal total weight. Sampling must cross the valley between them, whose depth grows with the interface area.

**Use the slab region to obtain $\gamma$.** Choose a long cell with well-separated walls and vary its cross-section. With short-range forces, lengthening it at fixed cross-section should change the total excess by no more than a logarithm of the length. In a coherent crystal the strain energy adds a part proportional to the volume, which must be subtracted first.

**Extrapolate in size at fixed phase fraction.** For cells of one shape and one two-phase geometry, plot the excess per atom against $1/L$. With short-range forces the intercept should approach zero as the cells grow. Small cells can give a negative one: a straight line through the square-lattice wall formula for 10×10, 14×14 and 20×20 cells has intercept $-0.016\,kT$, because of the logarithm. A square cell holds slabs in two orientations, so the weight $MW^2/(Lm)$ is doubled here and the excess lowered by $kT\ln2$. A positive intercept that persists in large coherent cells points to strain energy. If long-range forces are absent and the loop still does not shrink, check whether the model or the sampling prevents the phases from separating.

The complete numerical output follows.

## Table of computed values

```
unlike-bond cost w/kT = 1.20
4x4: barrier 6.838 kT, per site 0.4274 kT, mu peak 2.027 kT, min second difference -0.5433 kT
6x6: barrier 9.649 kT, per site 0.2680 kT, mu peak 1.216 kT, min second difference -0.2005 kT
8x8: barrier 12.054 kT, per site 0.1883 kT, mu peak 0.920 kT, min second difference -0.0842 kT
10x10: barrier 14.271 kT, per site 0.1427 kT, mu peak 0.732 kT, min second difference -0.0425 kT
10x10 semi-grand d<n>/dmu at mu=0.05 kT: 73.9 per kT
wall tension 0.5783 kT per site, composition gap 0.9736
8x16: slab excess exact 12.741 kT, walls 12.743 kT, bare 2*tension*L 9.253 kT
8x24: slab excess exact 12.337 kT, walls 12.337 kT, bare 2*tension*L 9.253 kT
10x20: slab excess exact 15.320 kT, walls 15.320 kT, bare 2*tension*L 11.567 kT
10x20 second difference: minimum -0.0196 kT at n = 187, largest size for n=90..110 8.9e-05 kT
gluing bound 8x8 to 8x16: smallest margin 7.76 kT
equal coupling, N=100: barrier per site 0.5322 kT
equal coupling, N=400: barrier per site 0.5196 kT
equal coupling, N=1600: barrier per site 0.5164 kT
T 900 K, kT 77.56 meV, fcc parameter 0.36 nm
interface 0.20 J/m2 = 1.248 eV/nm2, solubility 0.50 at.%
atomic volume 0.01166 nm3, sphere coefficient s 0.3105 eV
N=500, edge 1.8 nm: slab excess 16.178 meV/atom, onset 4.114 at.%
  droplet radius 0.33 nm, solute share 0.715, mu peak 166.3 meV, drop 77.4 meV
N=4000, edge 3.6 nm: slab excess 8.089 meV/atom, onset 2.128 at.%
  droplet radius 0.49 nm, solute share 0.651, mu peak 113.6 meV, drop 53.9 meV
N=32000, edge 7.2 nm: slab excess 4.044 meV/atom, onset 1.302 at.%
  droplet radius 0.76 nm, solute share 0.601, mu peak 74.9 meV, drop 36.1 meV
N=256000, edge 14.4 nm: slab excess 2.022 meV/atom, onset 0.923 at.%
  droplet radius 1.20 nm, solute share 0.565, mu peak 47.9 meV, drop 23.4 meV
N=2048000, edge 28.8 nm: slab excess 1.011 meV/atom, onset 0.733 at.%
  droplet radius 1.93 nm, solute share 0.540, mu peak 29.9 meV, drop 14.7 meV
large-N onset exponent -0.2502, solute share 0.5002
N=2048000, x=0.10: curvature of F/N -12.638 meV, area law -12.450 meV
N=4000 at onset: curvature of F/N -36.86 eV, switch term -37.45 eV
sphere-cylinder at fraction 0.1551, cylinder-slab 0.3183
rough misfit 1.8 %, Young modulus 130 GPa, Poisson ratio 0.34
coherency strain at half filling 1.162 meV/atom
strain equals slab term at edge 25.1 nm, N = 1.35e+06
translational entropy scale kT ln(N)/N at N=4000: 0.161 meV/atom
cube-to-sphere area ratio 1.241
```
